# Optimum Attenuation Length for Measuring Film Thickness with Poisson Counts, part 2

A uniform film of unknown thickness $d$ is measured by counting particles that cross it. The question is which attenuation length $L$, taken along the film normal, tells most about a given $d$. The mean count in one measurement is $I_0$ without the film and

$$
\mu = I_0\,e^{-d/L}
$$

with it, for the same dwell time. The recorded number $N$ is a Poisson variable with mean and variance $\mu$. The ratio $x=d/L$ has no unit, and $e^{-x}$ is the transmission. Logarithms are natural, and $\langle\cdot\rangle$ is the mean over repeated measurements at the same $d$, $L$ and $I_0$. In the basic case $I_0$ and $L$ are known, $I_0$ keeps its value while $L$ is changed, and there is no background.

With $P(N;d)$ the probability of the count $N$, the score $s$ and the Fisher information $J$, an inverse length squared, are

$$
s=\frac{\partial \ln P(N;d)}{\partial d},\qquad J=\langle s^2\rangle .
$$

For the Poisson count, $s=-(N-\mu)/L$ and $J=\mu/L^2$. A rule $T(N)$ that turns a count into a thickness, with mean $\langle T\rangle=d+\beta(d)$ and bias $\beta$, obeys $1+\beta'(d)=\langle T s\rangle$. Since $\langle s\rangle=0$, the Cauchy–Schwarz inequality gives the Cramér–Rao bound

$$
\operatorname{Var}(T)\ge\frac{(1+\beta')^2}{J}.
$$

At large counts the standard of comparison is $\sigma_d=1/\sqrt J$. The maximum-likelihood estimate

$$
\hat d=L\ln\frac{I_0}{N}\qquad(N\ge1)
$$

reaches it, with bias $L/(2\mu)$ at leading order.

At fixed $d$ and $I_0$,

$$
\frac{\partial\ln J}{\partial\ln L}=-2+\frac dL=x-2 ,
$$

so the information rises with $L$ up to its single maximum at $L_{\rm opt}=d/2$ and falls after it. There

$$
J_{\max}=\frac{4I_0e^{-2}}{d^2},\qquad
\frac{\sigma_d}{d}=\frac{1}{d\sqrt{J_{\max}}}=\frac{e}{2\sqrt{I_0}} .
$$

The efficiency of any other setting is $\eta=J/J_{\max}$, and $1/\eta$ is the factor by which the dwell time must grow to regain the best precision.

## Changed conditions and a titanium nitride film

The symbols are those of the first half: $d$ is the film thickness, $L$ the attenuation length along the normal, $x=d/L$, $I_0$ the mean count without film, $\mu=I_0e^{-x}$ the mean count with it, and $N$ the recorded count. With $I_0$ and $L$ known and no background, the Fisher information is $J=\mu/L^2$, the attainable standard deviation at large counts is $\sigma_d=1/\sqrt J$, and at fixed $d$ and $I_0$ the information is largest at $L=d/2$. The estimate is $\hat d=L\ln(I_0/N)$.

The condition that $I_0$ stays fixed is essential. Suppose that it is still known but varies with the setting as $I_0\propto L^p$. This does not alter the score, which is a derivative with respect to $d$ at fixed $L$, so $J=\mu/L^2$ remains. The slope acquires the term $p$:

$$
\frac{\partial\ln J}{\partial\ln L}=p-2+x .
$$

For $p<2$ it changes from positive to negative at $x=2-p$ as $L$ grows, so the optimum is

$$
L_{\rm opt}=\frac{d}{2-p}.
$$

An intensity proportional to $L$ moves it from $d/2$ to $d$. For $p\ge2$ the slope is positive at every $L$, and the longest available attenuation length is the best.

A different quantity is held fixed if the detector limits the number of recorded counts and the dwell time is adjusted to keep $\mu$ constant. Then $J=\mu/L^2$ grows without limit as $L$ is shortened, and there is no interior optimum. The price is an exposure that grows as $e^{d/L}$. The result $L=d/2$ belongs to a fixed unattenuated intensity and dwell time.

Next let $I_0$ be unknown and be measured by a second count $N_0$, taken without the film at the same setting and for the same time. The unknowns are $d$ and $a=\ln I_0$. The two counts are independent, so their log-probabilities add. Since $\partial\mu/\partial a=\mu$ and $\partial I_0/\partial a=I_0$, the two scores are

$$
s_d=-\frac{N-\mu}{L},\qquad s_a=(N-\mu)+(N_0-I_0).
$$

Their mean products follow from the Poisson variances $\mu$ and $I_0$:

$$
J_{dd}=\frac{\mu}{L^2},\qquad J_{da}=-\frac{\mu}{L},\qquad J_{aa}=\mu+I_0 .
$$

An estimate $T$ of $d$ without bias, at the order considered, has a mean that does not change with $a$. By the argument that led to the Cramér–Rao bound, $\langle Ts_d\rangle=1$ and $\langle Ts_a\rangle=0$. Hence $\langle T(s_d-cs_a)\rangle=1$ for every number $c$, and the variance of $T$ is at least $1/\langle(s_d-cs_a)^2\rangle$. The strongest bound has the smallest denominator, $J_{dd}-2cJ_{da}+c^2J_{aa}$, which is reached at $c=J_{da}/J_{aa}$. The information left for $d$ is therefore

$$
J_{\rm ref}=J_{dd}-\frac{J_{da}^2}{J_{aa}}
=\frac{\mu}{L^2}\left(1-\frac{\mu}{\mu+I_0}\right)
=\frac{1}{L^2}\,\frac{\mu I_0}{\mu+I_0}
=\frac{I_0}{L^2(1+e^x)} ,
$$

where the last step divides numerator and denominator by $\mu$ and uses $I_0/\mu=e^x$. Equivalently, $1/J_{\rm ref}=L^2/\mu+L^2/I_0$: the noise of the reference adds to that of the film count. At fixed $d$, $J_{\rm ref}$ is proportional to $x^2/(1+e^x)$. Setting the derivative of its logarithm to zero,

$$
\frac2x-\frac{e^x}{1+e^x}=0
\quad\Longrightarrow\quad
x=2\left(1+e^{-x}\right).
$$

The left side of the last equation rises with $x$ and the right side falls, so there is one solution, $x=2.218$. The optimum moves to a somewhat shorter length, $L=0.451\,d$, because the added variance $L^2/I_0$ is smaller there.

Finally let a known mean background $B$, the same at all settings, be added to the count. The mean becomes $m=\mu+B$, while its derivative with respect to $d$ is still $-\mu/L$. The score is $(N-m)/m$ times this derivative, and $\operatorname{Var}(N)=m$, so

$$
J_B=\frac{1}{m}\left(\frac{\mu}{L}\right)^2=\frac{\mu^2}{L^2(\mu+B)}
=\frac{I_0}{d^2}\,\frac{x^2e^{-2x}}{e^{-x}+b},\qquad b=\frac{B}{I_0}.
$$

The derivative of $\ln J_B$ with respect to $x$ vanishes when

$$
\frac2x-2+\frac{e^{-x}}{e^{-x}+b}=\frac2x-2+\frac{1}{1+b\,e^x}=0 .
$$

The left side falls steadily with $x$, so the solution is again unique. It is $x=2$ for $b=0$ and tends to $x=1$ for large $b$, where the noise comes from the background and no longer shrinks with the signal. A background thus favours a longer attenuation length, between $d/2$ and $d$.

The example is a film of titanium nitride, $d=2$ nm, on silicon. The signal consists of Si 2p photoelectrons from the substrate. Their attenuation length along the path in the film is taken as $\lambda=2$ nm, a rough typical value for electrons of somewhat more than 1 keV. An electron that leaves at the angle $\theta$ from the normal travels $d/\cos\theta$ in the film, so its transmission is $e^{-d/(\lambda\cos\theta)}$ and

$$
L=\lambda\cos\theta .
$$

The angle is the means of tuning $L$. Whether $I_0$ stays fixed depends on the geometry. Let the X-ray beam be wide and uniform, and let the analyser view a fixed area $A$ perpendicular to its axis. On the tilted sample this covers a surface $A/\cos\theta$. With $g$ the emission towards the analyser per unit volume and $\lambda_s$ the attenuation length in silicon, the bare substrate gives

$$
I_0=\frac{A\,g}{\cos\theta}\int_0^\infty e^{-z/(\lambda_s\cos\theta)}\,dz
=\frac{A\,g}{\cos\theta}\,\lambda_s\cos\theta=A\,g\,\lambda_s ,
$$

independent of $\theta$. This requires that the sample is tilted while beam and analyser stay in place, that the X-rays are hardly weakened over the electron escape depth, and that the beam still covers the viewed surface. It also neglects the diffraction of photoelectrons in crystalline silicon, which makes the emission depend on the direction relative to the crystal axes. It is the case treated here, with $I_0=10\,000$ counts.

The optimum is $L=d/2=1.00$ nm, hence $\cos\theta=1.00/2.00$ and $\theta=60^\circ$. The mean count there is $10\,000\times0.1353=1353$, the information is $1353/(1.00\ \text{nm})^2=1353$ nm$^{-2}$, and

$$
\sigma_d=\frac{1}{\sqrt{1353}}\ \text{nm}=0.027\ \text{nm},
$$

or 1.36 % of the thickness. The standard deviation of $\hat d$, computed from the Poisson probabilities for $N\ge1$ without expansion, is also 0.027 nm. Its bias is 0.0004 nm, in agreement with $L/(2\mu)=1/2706$ nm. At other angles, with the same $I_0$:

| $\theta$ (deg) | $L$ (nm) | $\mu$ | $\sigma_d$ (nm) | $\eta$ |
|---|---|---|---|---|
| 0 | 2.00 | 3679 | 0.033 | 0.68 |
| 30 | 1.73 | 3152 | 0.031 | 0.78 |
| 45 | 1.41 | 2431 | 0.029 | 0.90 |
| 60 | 1.00 | 1353 | 0.027 | 1.00 |
| 70 | 0.68 | 537 | 0.030 | 0.85 |
| 75 | 0.52 | 210 | 0.036 | 0.58 |

Normal emission delivers 2.7 times as many counts as emission at $60^\circ$, yet needs $1/0.68=1.47$ times the dwell time for equal precision. Tilting can shorten $L$ but cannot lengthen it beyond $\lambda$. The optimum can therefore be reached up to $d=2\lambda=4$ nm. For a thicker film every accessible $L$ lies below $d/2$, where the information rises with $L$, and normal emission is the best choice.

If instead the sample is fixed, its whole illuminated spot is in view, and only the direction of collection changes, the surface in the integral above no longer grows as $1/\cos\theta$. Then $I_0\propto\cos\theta\propto L$, if the dependence of the photoemission itself on direction is neglected. This is the case $p=1$, and the optimum is $L=d=2$ nm, which is normal emission. The same film and the same electrons thus call for $60^\circ$ or $0^\circ$ according to how the unattenuated intensity behaves.

In the tilted geometry, a reference count of equal dwell in place of a known $I_0$ shifts the optimum to $L=0.90$ nm, about $63^\circ$, with $\sigma_d=0.029$ nm; the total measuring time is then doubled. A known background of 300 counts shifts it to $x=1.744$ and $L=1.15$ nm, about $55^\circ$. If the angle is left at $60^\circ$, the background raises the standard deviation by the factor $\sqrt{1+300/1353}=1.11$, to 0.030 nm.

These are errors of counting. The reading is also wrong if the assumed model is wrong. When the true mean transmission is $\mathcal T$, the ideal formula gives, apart from noise, the thickness error

$$
\Delta=-L\ln\mathcal T-d .
$$

A true attenuation length 10 % longer than assumed gives $\mathcal T=e^{-d/(1.1L)}$ and a reading of $d/1.1$, an error of $-0.18$ nm. An angle that is really $61^\circ$ gives $\Delta=d(\cos60^\circ/\cos61^\circ-1)=+0.06$ nm.

A finite acceptance of $\pm6^\circ$, evenly weighted in $\theta$, causes an error of only $+0.003$ nm. The reason is a near cancellation. Here $d/\lambda=1$, so the transmission is $f=e^{-q}$ with $q=1/\cos\theta$. At $60^\circ$ the derivatives with respect to angle in radians are

$$
q'=\frac{\tan\theta}{\cos\theta}=2\sqrt3,\qquad
q''=\frac{\tan^2\theta}{\cos\theta}+\frac{1}{\cos^3\theta}=6+8=14 ,
$$

and $f''=(q'^2-q'')f=(12-14)f=-2f$. The mean of $f$ over a window of half-width $w$ differs from its central value by $f''w^2/6$ at leading order. With $w=0.105$ this is a relative change of $-0.004$, and the error is $+0.004$ nm, close to the full value. For the same film the error also stays below 0.01 nm at the smaller angles of the table, but at $70^\circ$, where $q'^2$ exceeds $q''$, it is $-0.02$ nm.

If the thickness varies over the viewed area with a Gaussian spread $r$, the transmission must be averaged. For a deviation $v$, completing the square in $-v/L-v^2/(2r^2)$ gives

$$
\left\langle e^{-v/L}\right\rangle=e^{r^2/(2L^2)},\qquad \Delta=-\frac{r^2}{2L}.
$$

For $r=0.2$ nm this is $-0.02$ nm; shadowing by a rough surface is left out. Pinholes on 1 % of the area raise the transmission by the factor $1+0.01(e^2-1)=1.064$ and give $\Delta=-0.06$ nm. Both errors are negative because thin places transmit more than their share.

A carbon layer of 0.3 nm with an attenuation length of 3 nm lowers the transmission by a further factor $e^{-0.1/\cos\theta}$. The error is $\lambda\cos\theta\times0.1/\cos\theta=+0.20$ nm, the same at all angles. A background of 300 counts that is not subtracted gives $-L\ln(1+300/1353)=-0.20$ nm, and a true $I_0$ 2 % above the assumed one gives $-L\ln1.02=-0.02$ nm.

For real titanium nitride layers, which serve as gate electrodes and diffusion barriers, 2 nm is at the thin end, and the sharp, clean film on bare silicon is an idealization. The sizes of the disturbances above are chosen round values. A known attenuation length is among the assumptions that matter most. Elastic scattering makes electrons leave the straight path, so that $L$ departs from $\lambda\cos\theta$, increasingly so at grazing emission, and the rows of the table at $70^\circ$ and $75^\circ$ are therefore only indicative; composition and density also affect it. The optimum angle is affected as well. At large $\theta$, many electrons from below the film travel nearer to the normal and are deflected towards the analyser late, so the signal falls less steeply with $d$ than the straight path predicts. The value $60^\circ$, the efficiencies in the table and the factor 1.47 therefore belong to straight paths. In a real nitride film of this thickness the best angle is likely to lie some five to fifteen degrees lower, with a smaller gain over normal emission, and a $\lambda$ found at one angle can misread the thickness at another by a few hundredths of a nanometre even below $60^\circ$. If the true attenuation length is 10 % longer or shorter than assumed, the reading is wrong by $-0.18$ or $+0.22$ nm, about seven or eight times the counting error of 0.027 nm. Surface oxidation in air adds a layer with its own attenuation length, which this model does not separate from the nitride.

Neither longer counting nor a series of angles removes the error in $\lambda$. With straight paths and known $I_0$, every angle measures the same combination,

$$
\cos\theta\,\ln\frac{I_0}{\mu}=\frac d\lambda ,
$$

so a relative error of $\lambda$ passes undiminished into $d$. Several angles can reveal a departure from the model, such as roughness or background, whose effect on this combination changes with $\theta$. They do not add precision within the model: independent counts add their information in proportion to dwell time, so a given total time yields most when all of it is spent at the best $L$. The choice $L=d/2$ is therefore a rule for the counting part of the error, under a fixed and known $I_0$ and negligible background. It is useful where similar films are compared, so that the errors of $\lambda$ and of the surface layer are common to all of them, and where the angle and $I_0$ are reproduced well enough for the counting noise to decide which differences can be seen.

The demand on the angle is strict. A small deviation $\delta$, in radians, changes the reading by about $d\tan\theta\,\delta$. At $60^\circ$ half a degree gives 0.03 nm, as much as the counting noise. If the angle scatters from film to film with a standard deviation of half a degree, the two contributions add in squares to 0.041 nm at $60^\circ$ but only to about 0.032 nm at $30^\circ$, and the smaller angle is then the better choice. The main values of the example are listed in the numerical output.

## Calculated quantities

```
film thickness d = 2.00 nm
attenuation length along path = 2.00 nm
unattenuated mean count I0 = 10000 counts
optimum L, numerical maximum = 1.000 nm
optimum emission angle = 60.0 deg
transmission at optimum = 0.1353 (no unit)
mean count at optimum = 1353 counts
maximum information = 1353.4 nm^-2
Cramer-Rao sigma_d at optimum = 0.0272 nm
relative sigma_d/d at optimum = 1.36 %
exact spread of estimate = 0.0272 nm
exact bias of estimate = 0.00037 nm
thickest film with optimum in reach = 4.0 nm
angle (deg), L (nm), mean count, sigma_d (nm), efficiency:
   0  2.000   3678.8  0.0330  0.680
  30  1.732   3151.5  0.0309  0.776
  45  1.414   2431.2  0.0287  0.898
  60  1.000   1353.4  0.0272  1.000
  70  0.684    537.3  0.0295  0.848
  75  0.518    209.9  0.0357  0.579
efficiency if L is off its optimum by a factor (no unit):
  factor 0.5: 0.541
  factor 0.8: 0.948
  factor 1.2: 0.969
  factor 2.0: 0.680
information at fixed L = 1 nm for d = 0.5, 1, 2, 3, 4 nm (nm^-2):
  6065.3  3678.8  1353.4  497.9  183.2
I0 proportional to L: optimum L = 2.000 nm
I0 from reference count: optimum x = 2.2177 (no unit)
I0 from reference count: optimum L = 0.902 nm
I0 from reference count: sigma_d = 0.0288 nm
known background B = 300 counts
known background: optimum x = 1.7444 (no unit)
known background: optimum L = 1.147 nm
known background: sigma_d at L = d/2 is 0.0300 nm
thickness errors from neglected effects, at L = d/2:
  true attenuation length 10 % longer: -0.182 nm
  true angle 1 deg larger: +0.063 nm
  acceptance of +-6 deg: +0.003 nm
  thickness roughness 0.2 nm rms: -0.020 nm
  pinholes on 1 % of area: -0.062 nm
  carbon 0.3 nm (length 3 nm): +0.200 nm
  background B not subtracted: -0.200 nm
  true I0 2 % higher: -0.020 nm
```
